# Relative read noise of a tunnelling gap and a metallic neck

**Q:** I read a filamentary resistive memory cell many times at the same small voltage. In the high-resistance state the current usually scatters by a larger fraction of its mean than in the low-resistance state. I am told that this is because tunnelling is exponential. What should I compare to see whether that is a reason?

**A:** Compare the response of the two currents to the same small displacement. At fixed voltage and in linear response, $I=GV$, so a change of geometry changes $I$ and the conductance $G$ by the same fraction. For a gap of width $d$ and a metallic neck of radius $a$, define the positive sensitivities

$$S_{\rm gap}=-\frac{d\ln G}{dd},\qquad S_{\rm neck}=+\frac{d\ln G}{da}.$$

The signs differ because widening the gap lowers the current and widening the neck raises it. Each $S$ is an inverse length. A small displacement of rms size $\sigma$ gives a relative rms noise $S\sigma$.

I shall use one model for both states: free electrons of mass $m$ with Fermi energy $E_F$ and wave number $k_F$, at low temperature. In the low-resistance state the filament has a ballistic neck of radius $a$. In the high-resistance state it is cut by a flat gap with a rectangular barrier of height $\phi$ above $E_F$. The faces move rigidly. Edge effects are neglected, and so are image forces, which would lower the barrier and with it the gap resistance. For the 0.6 nm gap used below and a dielectric constant of 4, they would cut the resistance roughly eightfold and the sensitivity by about a tenth.

**Q:** Start with the gap. How does one electron wave get through?

**A:** Let $k$ be its wave number normal to the gap and $q$ its decay constant inside. The wave is $e^{ikx}+re^{-ikx}$ before the barrier, $Ae^{-qx}+Be^{qx}$ within it and $te^{ik(x-d)}$ behind it. Continuity of the wave and its slope at $x=d$ gives

$$Ae^{-qd}+Be^{qd}=t,\qquad -Ae^{-qd}+Be^{qd}=\frac{ik}{q}t.$$

Half the difference and half the sum of these equations yield

$$A=\frac t2\left(1-\frac{ik}{q}\right)e^{qd},\qquad B=\frac t2\left(1+\frac{ik}{q}\right)e^{-qd}.$$

At $x=0$ the conditions are $1+r=A+B$ and $ik(1-r)=q(B-A)$. The second is $1-r=(iq/k)(A-B)$. Adding it to the first removes $r$:

$$2=A\left(1+\frac{iq}{k}\right)+B\left(1-\frac{iq}{k}\right).$$

Now $(1-ik/q)(1+iq/k)=2+i(q/k-k/q)$, and the product belonging to $B$ is its complex conjugate. Hence

$$2=t\left[2\cosh qd+i\left(\frac qk-\frac kq\right)\sinh qd\right].$$

The wave number is the same on both sides, so the transmission is $T=|t|^2$. Taking the squared modulus and using $\cosh^2=1+\sinh^2$,

$$\frac1T=1+\left[1+\frac14\left(\frac qk-\frac kq\right)^2\right]\sinh^2qd
=1+\frac{(k^2+q^2)^2}{4k^2q^2}\sinh^2qd .$$

This agrees with a direct numerical solution of the four matching equations.

**Q:** A filament carries many waves, travelling at different angles. Does that spoil the simple exponential?

**A:** It changes it in a definite way. A wave with wave number $k_\parallel$ along the gap face has less energy left for normal motion. With $\kappa=\sqrt{2m\phi}/\hbar$,

$$k^2=k_F^2-k_\parallel^2,\qquad q^2=\kappa^2+k_\parallel^2,\qquad K^2\equiv k^2+q^2=k_F^2+\kappa^2 .$$

So an oblique wave decays faster, and $K$ is common to all waves.

Each transverse state contributes $G_0T$, where $G_0=2e^2/h$ includes spin. A face of area $\pi a^2$ has $\pi a^2\,d^2k_\parallel/(2\pi)^2$ such states in the wide-face approximation. With $d^2k_\parallel=2\pi k_\parallel dk_\parallel$ and $k_\parallel dk_\parallel=q\,dq$,

$$G_{\rm gap}=G_0\frac{a^2}{2}\int_\kappa^K T(q,d)\,q\,dq .$$

To differentiate, write $1/T=1+C\sinh^2qd$, where $C=K^4/(4k^2q^2)$ does not depend on $d$. Then

$$\frac{dT}{dd}=-T^2\,2qC\sinh qd\cosh qd=-T^2\,2q\coth(qd)\,C\sinh^2qd .$$

Since $C\sinh^2qd=(1-T)/T$, this is $-2q\coth(qd)(1-T)\,T$. Dividing the derivative of the integral by the integral gives

$$S_{\rm gap}=\big\langle 2q\coth(qd)(1-T)\big\rangle ,$$

where the average has weight $qT$: each wave counts according to the current it carries.

Because $q\ge\kappa$ and $\coth(qd)\ge1$, we have $S_{\rm gap}\ge2\kappa(1-T_{\max})$, with $T_{\max}$ the largest transmission in the sum. For an opaque gap $T_{\max}\ll1$, and the lower bound is $2\kappa$. The oblique waves raise the sensitivity above it.

**Q:** By how much, if the gap is thick?

**A:** For $\kappa d\gg1$, $\sinh^2qd\simeq e^{2qd}/4$, so $T\simeq16k^2q^2e^{-2qd}/K^4$. Put $q=\kappa+u$. The factors multiplying the exponential hardly vary over the relevant range of $u$, which is about $1/(2d)$. Therefore

$$\langle u\rangle\simeq\frac{\int_0^\infty u\,e^{-2ud}du}{\int_0^\infty e^{-2ud}du}=\frac1{2d},\qquad
S_{\rm gap}\simeq2\langle q\rangle\simeq2\kappa+\frac1d .$$

The term $1/d$ comes from the narrowing of the cone of useful directions as the gap widens. Numerically, for $\phi=1$ eV, $E_F=5$ eV and $d=6$ nm, $(S_{\rm gap}-2\kappa)d=1.042$, close to the limiting value 1.

**Q:** And the metallic neck?

**A:** Remove the barrier by setting $T=1$ in the same sum over states. The integral becomes $(K^2-\kappa^2)/2=k_F^2/2$, so

$$G_{\rm neck}=G_0N,\qquad N=\left(\frac{k_Fa}{2}\right)^2,\qquad S_{\rm neck}=\frac{d}{da}(2\ln a)=\frac2a .$$

Here $N$ is the number of open channels in the smooth, many-channel approximation.

A diffusive wire of fixed conductivity $s$ and length $L$ has $G=s\pi a^2/L$. Its sensitivity to radius is again $2/a$, while its sensitivity to length is $1/L$. In both cases the response is set by the size of the conductor.

**Q:** A narrow neck has conductance steps. Can I trust a smooth derivative there?

**A:** Only as an average over steps. Counting the modes of a hard-wall circular wire gives 27 channels at $a=1$ nm and $E_F=5$ eV, against 32.8 from the smooth formula. Fitting the count to a power of $a$ gives an exponent of 2.22 for $k_Fa$ between 8 and 16, and 2.05 between 30 and 60. The square law is thus approached as the neck widens, and at 1 nm the hard-wall neck is somewhat more sensitive than $2/a$. An individual neck may sit on a plateau, where a small wall motion does nothing, or at a step, where it does much more than the average.

**Q:** Now put the two sensitivities together. When does the gap win?

**A:** For equal rms displacements, the ratio of relative noises to first order is

$$\frac{S_{\rm gap}}{S_{\rm neck}}=\frac{aS_{\rm gap}}2\ \ge\ \kappa a ,$$

where the bound holds for an opaque gap. Since $a=2\sqrt N/k_F$ and $\kappa/k_F=\sqrt{\phi/E_F}$, it can also be written

$$\kappa a=2\sqrt{\frac{N\phi}{E_F}} .$$

So $\kappa a>1$ is sufficient for an opaque gap to be noisier than a neck that follows the smooth law. It does not cover a neck sitting at a conductance step: with counted hard-wall channels and an rms motion of 0.02 nm, such a neck can be noisier than the 1 eV, 0.6 nm gap used below for radii up to about 0.45 nm, where $\kappa a\simeq2.3$. For $\kappa a<1$ the bound does not decide the order.

This also states what the exponential does. For small motion the relevant quantity is the length over which the current changes by a factor of order $e$. For an opaque gap it is $1/S_{\rm gap}$, which stays at or below about $1/(2\kappa)$ however wide the gap or the filament becomes. For the neck the corresponding length is $a/2$, which does grow with the conductor.

**Q:** Give me numbers for a nanometre-sized filament.

**A:** Take round model values: $E_F=5$ eV, $\phi=1$ eV, $a=1$ nm and $d=0.6$ nm. Then $k_F=11.46\ \mathrm{nm^{-1}}$ and $\kappa=5.123\ \mathrm{nm^{-1}}$. The neck has

$$N=\left(\frac{11.46\times1}{2}\right)^2\simeq32.8,\qquad R_{\rm neck}=\frac1{G_0N}\simeq393\ \Omega .$$

The integral over waves gives $G_{\rm gap}=0.0149\,G_0$, or $R_{\rm gap}\simeq0.87\ \mathrm{M\Omega}$. The sensitivities are

$$S_{\rm gap}=12.4\ \mathrm{nm^{-1}},\qquad S_{\rm neck}=2.0\ \mathrm{nm^{-1}},\qquad \frac{S_{\rm gap}}{S_{\rm neck}}\simeq6.2 .$$

The lower bound on this ratio is $\kappa a=5.1$. If the neck follows the fitted hard-wall exponent instead of the square law, the ratio is $12.42/2.22\simeq5.6$. For an rms motion of 0.02 nm the order does not hang on the smooth formula: counted hard-wall necks with radii from 0.9 to 1.1 nm give 3 to 8% relative noise, against 25% for the gap. For much smaller motion it can: at 0.005 nm and low temperature, a neck at a step reaches about 7%, against 6% for the gap.

The wide-face approximation is less secure for $R_{\rm gap}$. As a rough guide, expanding $q\simeq\kappa+k_\parallel^2/(2\kappa)$ gives an angular factor $e^{-k_\parallel^2d/\kappa}$. Its width in $k_\parallel$ is about $\sqrt{\kappa/d}$, which corresponds to a lateral length $\sqrt{d/\kappa}\simeq0.34$ nm. That is smaller than the radius, but not by a large factor, so the gap resistance is a model estimate. Summing instead over the hard-wall modes of a 1 nm face raises $R_{\rm gap}$ to about 1.6 MΩ and $S_{\rm gap}$ to about 13.2 $\mathrm{nm^{-1}}$; at $d=1.2$ nm the resistance is then nearly three times the wide-face value. The resistances below are good only to such a factor, the sensitivities to about 6%.

**Q:** Suppose the displacement is Gaussian, with an rms value of 0.02 nm in both states. Is $S\sigma$ good enough?

**A:** For the gap, treat $S_{\rm gap}=S$ as constant over the motion and let $x$ be the change of width. Then $I=I_0e^{-Sx}$. Completing the square in the Gaussian average,

$$-\frac{x^2}{2\sigma^2}-Sx=-\frac{(x+S\sigma^2)^2}{2\sigma^2}+\frac{S^2\sigma^2}{2},$$

so $\langle I\rangle=I_0e^{S^2\sigma^2/2}$. Replacing $S$ by $2S$ gives $\langle I^2\rangle=I_0^2e^{2S^2\sigma^2}$. Therefore

$$\frac{\sigma_I}{\langle I\rangle}=\sqrt{\frac{\langle I^2\rangle}{\langle I\rangle^2}-1}=\sqrt{e^{S^2\sigma^2}-1}.$$

Here $S\sigma=12.42\times0.02=0.248$, and the formula gives 25.2%. Averaging the full integrated conductance gives 25.3%, so a constant $S$ is adequate at this amplitude.

For the neck, $I\propto(a+x)^2$. To first order its relative change is $2x/a$, and the relative noise is $2\times0.02/1=4.0\%$. The Gaussian average of the square law gives the same figure at this precision.

**Q:** My traces often jump between two levels. What does a shift of 0.05 nm do?

**A:** If the gap narrows by $\delta$, the constant-sensitivity estimate is

$$\frac{\Delta I}{I}=e^{S\delta}-1=e^{12.42\times0.05}-1\simeq0.86 .$$

The full conductance gives 87%. It is slightly larger because $S_{\rm gap}$ rises as the gap narrows. The smooth neck, widened by the same amount, gives $(1.05)^2-1=10.25\%$.

The ratio of these jumps is about 8.5, more than the ratio 6.2 of the sensitivities, because the exponential is curved over this shift. The curvature acts the other way when the gap widens: the current then falls by about $1-e^{-0.62}\simeq46\%$ of its starting value.

Conductance steps do not overturn the comparison here. For starting radii from 0.9 to 1.1 nm, the counted hard-wall neck changes by between 0 and 26% when its radius grows by 0.05 nm. Even the largest of these jumps is below that of the gap.

**Q:** Does the high-resistance state also have more noise in amperes?

**A:** Not in this example. At 0.1 V the undisturbed currents are about 115 nA through the gap and 254 µA through the neck. The rms noises are 30 nA and 10.2 µA. The gap is noisier relative to its own signal, but its absolute noise is over 300 times smaller. A sense circuit that resolves a fixed current difference and an analogue weight that needs a fixed fractional precision therefore see different problems.

**Q:** If I make the resistance higher still, should the relative noise keep rising?

**A:** That depends on how the resistance is raised. For the neck, $N=1/(G_0R)$ and $a=2\sqrt N/k_F$, so

$$S_{\rm neck}=\frac2a=\frac{k_F}{\sqrt N}=k_F\sqrt{G_0R}.$$

At fixed wall motion, its relative noise grows as $\sqrt R$ while the many-channel law holds. In the smooth formula, narrowing the neck from 1 nm to 0.5 nm raises $R$ fourfold, from 393 to 1574 Ω, and doubles $S_{\rm neck}$ from 2 to 4 $\mathrm{nm^{-1}}$. The values at 0.5 nm are rough: a hard-wall wire of that radius has 6 open channels, against 8.2 from the formula, and hence a resistance of about 2150 Ω.

For an opaque gap, $S_{\rm gap}\simeq2\langle q\rangle$, with a weight of the form $f(q)e^{-2qd}$. Differentiating numerator and denominator of the average gives

$$\frac{dS_{\rm gap}}{dd}\simeq2\left(-2\langle q^2\rangle+2\langle q\rangle^2\right)=-4\,\mathrm{Var}(q)\le0 .$$

A wider gap filters out the fast-decaying waves, and the sensitivity sinks towards $2\kappa$. Between $d=0.6$ and 1.2 nm the resistance rises from 0.87 to 969 MΩ, about 1100 times, while $S_{\rm gap}$ falls from 12.4 to 11.2 $\mathrm{nm^{-1}}$.

Gap motion of fixed amplitude, with a fixed barrier height, thus predicts a near-plateau of relative noise against resistance. A higher barrier raises the noise only moderately: at $d=0.6$ nm, going from 1 to 2 eV multiplies the resistance by about 7 and $S_{\rm gap}$ by about 1.3. If your measured noise keeps rising strongly within the tunnelling state, the amplitude of the motion may be changing, or something outside this model may be at work.

**Q:** Real surfaces do not move rigidly. Which displacement should I insert?

**A:** To first order, insert the surface average. Divide the gap face into $M$ equal patches carrying equal currents, with width changes $x_j$. Then

$$\frac{\delta I}{I}=-S_{\rm gap}\frac1M\sum_{j=1}^Mx_j .$$

If the patches move independently, each with rms $\sigma_p$, the average has rms $\sigma_d=\sigma_p/\sqrt M$. The first-order formula requires $S_{\rm gap}\sigma_p$ to be small for each patch, not only $S_{\rm gap}\sigma_d$. For the neck, a mean outward wall shift $\bar x$ changes the area by $2\pi a\bar x$, which is a fraction $2\bar x/a$ of $\pi a^2$. Let $\sigma_a$ be the rms of this mean shift. The gap is noisier when

$$S_{\rm gap}\sigma_d>\frac{2\sigma_a}{a}.$$

In the example, the neck wall would have to move about 6.2 times as much as the gap face to match its relative noise. The geometry alone does not tell you these amplitudes.

**Q:** Can the order reverse even when the displacements are equal?

**A:** Yes, with a low barrier and a narrow neck. Take $\phi=0.05$ eV, so that $\kappa=1.146\ \mathrm{nm^{-1}}$, and a gap of 4 nm whose face is much wider than the gap. In the wide-face model $S_{\rm gap}$ does not depend on the face area, and it is 2.63 $\mathrm{nm^{-1}}$. A neck with $a=0.6$ nm has $S_{\rm neck}=2/0.6=3.33\ \mathrm{nm^{-1}}$. The ratio is 0.79, and the neck is noisier.

This case needs a read voltage far below 50 mV, since otherwise the response of so low a barrier is not linear. It also needs a cold device. At room temperature the thermal energy is roughly 0.026 eV, and electrons passing over so low a barrier could not be ignored.

For the 1 eV barrier, $\kappa a=1$ would require $a=0.195$ nm, where $N$ is only about 1.25. The smooth neck formula is not reliable there: a hard-wall neck of that radius has no open channel at all. The comparison should therefore not be carried down to atomic size.

**Q:** Then may I conclude that gap motion causes the read noise in my cell?

**A:** No. The calculation shows that, in this free-electron model with a 1 eV barrier, gap motion of a few hundredths of a nanometre is sufficient for large relative noise, and that the same motion of a nanometre-wide metallic neck produces much less. An oxide in the gap can have a smaller tunnelling mass, which weakens the effect. With 0.2 of the free-electron mass inside the barrier, the other values unchanged, and the wave and its slope divided by the mass matched at the faces, an rms motion of 0.02 nm gives about 12% instead of 25%, against 4% for the smooth neck. That gap is no longer opaque: it transmits about 0.2 at normal incidence and its resistance is near 50 kΩ. The calculation does not identify the moving object. Charge captured and released near the filament can also change the current, and that process is left out here. The numerical output lists the values for both states, including the reversed case.

## Computed results

```
Fermi energy: 5.0 eV; barrier: 1.0 eV
filament radius a: 1.00 nm; gap d: 0.60 nm
rms displacement: 0.020 nm; two-level shift: 0.050 nm
read voltage: 0.10 V
conductance quantum G0: 77.481 microsiemens
Fermi wave number: 11.456 1/nm
decay constant kappa: 5.123 1/nm
crossover radius 1/kappa: 0.195 nm
neck channels N (Sharvin): 32.81
neck channels, hard-wall count: 27
neck resistance: 393.4 ohm
gap conductance: 1.4881e-02 G0
gap resistance: 0.8673 megaohm
lower bound 2 kappa: 10.246 1/nm
gap sensitivity: 12.424 1/nm
neck sensitivity 2/a: 2.000 1/nm
sensitivity ratio: 6.212
ratio lower bound kappa*a: 5.123
mode-count exponent, kF*a 30 to 60: 2.049
mode-count exponent, kF*a 8 to 16: 2.219
ratio with the latter exponent: 5.599
thick gap 6.0 nm: (S-2kappa)*d = 1.042
relative noise, gap, full average: 25.30 percent
relative noise, gap, formula: 25.24 percent
relative noise, neck: 4.00 percent
two-level step, gap, full: 87.06 percent
two-level step, gap, formula: 86.11 percent
two-level step, neck: 10.25 percent
counted neck step, a 0.9-1.1 nm, min: 0.00 percent
counted neck step, a 0.9-1.1 nm, max: 26.09 percent
current, gap: 115.301 nA
current, neck: 254.20 microampere
absolute rms noise, gap: 30.113 nA
absolute rms noise, neck: 10.169 microampere
gap 0.6 nm: R = 0.8673 megaohm, S = 12.424 1/nm
gap 0.9 nm: R = 31.52 megaohm, S = 11.632 1/nm
gap 1.2 nm: R = 968.5 megaohm, S = 11.243 1/nm
neck 0.5 nm: R = 1573.5 ohm, S = 4.000 1/nm
neck 1.0 nm: R = 393.4 ohm, S = 2.000 1/nm
neck 2.0 nm: R = 98.3 ohm, S = 1.000 1/nm
reversed case: phi 0.05 eV, d 4.0 nm, a 0.6 nm
reversed case, kappa: 1.146 1/nm
reversed case, gap sensitivity: 2.628 1/nm
reversed case, neck sensitivity: 3.333 1/nm
reversed case, sensitivity ratio: 0.788
```
